# How fast a laser-melted layer refreezes: heat balance at the front

**Question**

I am stuck on an exercise about pulsed-laser annealing. The laser has melted a thin layer at the surface, the pulse is over, and the layer is refreezing from below. The data are a thermal conductivity of 25 W/m/K, a temperature gradient in the solid of $5\times10^8$ K/m and a latent heat of 4.2 GJ/m³. I have to show that solidification proceeds near 3 m/s.

I started from the heat equation in the solid, but it tells me how the temperature changes, not how fast the boundary moves. It also needs a heat capacity, which I am not given. Where does the speed come from? Shouldn't heat arriving from the melt matter too, and with which sign? And if I do get 3 m/s, does the front keep that speed while the layer freezes?

**Answer**

The missing equation is conservation of energy at the boundary itself. The heat equation holds inside each phase. At the front, material changes phase and releases latent heat, and that heat has to be carried away.

**Setting up the balance**

Let $z$ be the depth below the surface, and let a planar front lie at $z=s(t)$. The melt occupies $0<z<s$ and the solid lies below it. During refreezing the front moves towards the surface, so $s$ decreases. Define the solidification speed as a positive number,

$$v=-\frac{ds}{dt}.$$

The temperature falls with depth. I therefore define the gradients on the two sides of the front with a minus sign, so that both are positive in the usual case:

$$G_s=-\left.\frac{\partial T}{\partial z}\right|_{\rm solid},\qquad G_l=-\left.\frac{\partial T}{\partial z}\right|_{\rm liquid}.$$

By Fourier's law the heat flux towards greater depth is $-k\,\partial T/\partial z$. It equals $k_lG_l$ just above the front and $k_sG_s$ just below it, where $k_l$ and $k_s$ are the local conductivities.

Now take a thin slab $a<z<b$, fixed in space, that contains the front. With $h_l$ and $h_s$ the enthalpies per unit volume of liquid and solid, its energy per unit area is

$$E=\int_a^{s}h_l\,dz+\int_{s}^{b}h_s\,dz .$$

I assume equal densities, so that freezing causes no flow, and no light absorbed in the slab. In silicon the melt is about 10% denser than the solid. The result below then holds with $L$ taken per volume of solid and $v$ measured relative to the solid. Differentiating, including the moving limit, gives

$$\frac{dE}{dt}=(h_l-h_s)\frac{ds}{dt}+\int_a^{s}\frac{\partial h_l}{\partial t}dz+\int_s^b\frac{\partial h_s}{\partial t}dz .$$

The difference $h_l-h_s$ at the front is the latent heat per volume, $L$, and $ds/dt=-v$. The first term is therefore $-Lv$. The two integrals describe ordinary heating or cooling within each phase. They vanish as the slab is made thinner, because their integrands stay finite while the width goes to zero.

The energy of the slab also changes by the heat entering at the top minus the heat leaving at the bottom:

$$\frac{dE}{dt}=k_lG_l-k_sG_s .$$

Equating the two expressions gives $-Lv=k_lG_l-k_sG_s$, or

$$\boxed{Lv=k_sG_s-k_lG_l}$$

This is the Stefan condition. The solid must remove both the latent heat and whatever heat the melt delivers. The heat capacity has dropped out because a slab of vanishing thickness stores no sensible heat. It returns when we ask how the gradients change with time.

**The requested speed**

The exercise gives no liquid gradient. The result it asks for requires the assumption that the melt has lost its superheat and is at the front temperature throughout. Then $G_l=0$ and

$$v=\frac{k_sG_s}{L}.$$

The given conductivity must be that of the solid at the front. The flux into the solid is

$$k_sG_s=(25)(5\times10^8)=1.25\times10^{10}\ \text{W/m}^2,$$

and hence

$$v=\frac{1.25\times10^{10}\ \text{W/m}^2}{4.2\times10^9\ \text{J/m}^3}=2.98\ \text{m/s}.$$

The units work because a watt is a joule per second. This is the speed near 3 m/s that you were asked to show. It is proportional to $k_s$ and to $G_s$, so a 10% change in either one changes it by 10%.

**When may the melt be ignored?**

Suppose the surface is insulated after the pulse and the melt has thickness $d$. If the front moves little while the superheat decays, treat $d$ as fixed. The slowest temperature mode that has zero slope at the surface and zero superheat at the front is $\cos(\pi z/2d)$. Put it into the heat equation with liquid diffusivity $D_l$. Two space derivatives give a factor $-(\pi/2d)^2$, so the mode decays in the time

$$\tau=\frac{4d^2}{\pi^2D_l}.$$

Treating $d$ as fixed requires $|v|\tau\ll d$, where $v$ is the actual speed, including any initial remelting by a strongly superheated melt. The melt flux $k_lG_l$ falls by about a factor $e$ in each time $\tau$, and $G_l=0$ becomes a good approximation once $k_lG_l\ll k_sG_s$. In a thin, strongly superheated melt the flux can start well above $k_sG_s$, and more decay times are then needed.

Before that, heat from the melt slows the front. Dividing the full balance by $k_sG_s$ shows that the speed is reduced by the fraction

$$\frac{k_lG_l}{k_sG_s}.$$

As an illustration, take round values $k_l=50$ W/m/K and $G_l=5\times10^7$ K/m. The melt then supplies $2.5\times10^9$ W/m², which is 20% of the flux removed by the solid. The speed becomes

$$v=\frac{(12.5-2.5)\times10^9}{4.2\times10^9}=2.38\ \text{m/s}.$$

If the two fluxes are equal, the front stands still. If the melt supplies more than the solid removes, $v$ is negative and the solid melts. A melt colder than the front has $G_l<0$; it takes up part of the latent heat and increases the speed.

**Does the front keep this speed?**

The balance gives the speed at one instant. What happens next depends on the temperature profile deeper in the solid. Two starting profiles with the same gradient at the front show the difference. In both, the melt is isothermal and the solid has constant $k_s$ and heat capacity per volume $c$, so its diffusivity is $D_s=k_s/c$.

*A profile that keeps the speed constant.* Measure distance from the moving front by $\xi=z-s(t)$, and look for a profile that travels without changing shape, $T=f(\xi)$. At fixed $z$ we have $\partial\xi/\partial t=-ds/dt=v$, so $\partial T/\partial t=vf'$. The heat equation $\partial T/\partial t=D_s\,\partial^2T/\partial z^2$ becomes

$$D_sf''=vf'.$$

This is a first-order equation for $f'$. Since $f'(0)=-G_s$, its solution is

$$f'(\xi)=-G_s e^{v\xi/D_s}.$$

Integrating from the front, where the temperature is $T_f$, gives

$$f(\xi)=T_f-\frac{G_sD_s}{v}\left(e^{v\xi/D_s}-1\right).$$

The gradient must grow with depth. Each fixed point in the solid cools as the front moves away from it, and the heat given up by this cooling adds to the flux coming from the front.

For numbers, take $c=2.5\times10^6$ J/m³/K in both phases. Then $D_s=1.0\times10^{-5}$ m²/s and $D_s/v=3.36$ µm. Over a depth of 1.60 µm the temperature drop is

$$(5\times10^8)(3.36\times10^{-6})\left(e^{1.60/3.36}-1\right)\approx1025\ \text{K}.$$

A straight profile with the same gradient would fall by 800 K over that depth. In a real semiconductor the conductivity changes considerably over such a temperature range, so these numbers illustrate the constant-property model. The exponential cannot continue indefinitely, because it would eventually pass below absolute zero. A constant speed is therefore possible in this model for a limited time, as long as the profile near the front is not disturbed from deeper down. A solid heated from the surface by a pulse normally has a gradient that falls with depth instead, and its front slows at least as fast as for the straight profile below.

*A straight profile.* Now let the solid start with $T=T_f-G_0\xi$, where $G_0=5\times10^8$ K/m. Call the initial speed $v_0=k_sG_0/L$. In the frame of the front the heat equation reads

$$\frac{\partial T}{\partial t}+v\frac{\partial T}{\partial\xi}=D_s\frac{\partial^2T}{\partial\xi^2},$$

where the time derivative is now taken at fixed $\xi$. Write $T=T_f-G_0\xi+u(\xi,t)$, with $T_f$ held constant. The straight part has slope $-G_0$ and no second derivative, so

$$\frac{\partial u}{\partial t}=D_s\frac{\partial^2u}{\partial\xi^2}+vG_0-v\frac{\partial u}{\partial\xi}.$$

Initially $u=0$, and $u(0,t)=0$ at all times because the front stays at $T_f$. For short times $u$ is small. To leading order we may replace $v$ by $v_0$ and drop the last term, which is a product of $v$ with the small quantity $\partial u/\partial\xi$. What remains is diffusion with a uniform source $v_0G_0$.

During a short interval $d\tau$ the source raises $u$ everywhere by $v_0G_0\,d\tau$. With the front held at $u=0$, this rise has become, after a further time $t'=t-\tau$,

$$v_0G_0\,d\tau\ \operatorname{erf}(\eta),\qquad \eta=\frac{\xi}{2\sqrt{D_st'}} .$$

To check this, differentiate the error function. Both $\partial/\partial t'$ and $D_s\,\partial^2/\partial\xi^2$ give $-(\eta/t')e^{-\eta^2}/\sqrt\pi$, so the diffusion equation is satisfied. The function is zero at the front and tends to one everywhere else as $t'\to0$, as required. Its slope at the front is $1/\sqrt{\pi D_st'}$. Adding the contributions of all earlier intervals gives

$$\left.\frac{\partial u}{\partial\xi}\right|_0=v_0G_0\int_0^t\frac{d\tau}{\sqrt{\pi D_s(t-\tau)}}=2v_0G_0\sqrt{\frac{t}{\pi D_s}} .$$

The gradient at the front is $G_s=G_0-\partial u/\partial\xi|_0$. Multiplying by $k_s/L$ gives the speed

$$v(t)\simeq v_0\left[1-2v_0\sqrt{\frac{t}{\pi D_s}}\right].$$

The front slows because it stays at $T_f$ while it moves away from the colder solid. The same temperature drop is then spread over a longer distance, and the profile flattens. The flattening is strongest at the front and fades over a few times $\sqrt{D_st}$, a much greater depth than the thickness just frozen. To find the distance frozen, integrate over time. Since $\int_0^t\sqrt{t_1}\,dt_1=\tfrac23t^{3/2}$,

$$\Delta\simeq v_0t\left[1-\frac43v_0\sqrt{\frac{t}{\pi D_s}}\right].$$

The expansion parameter is $v_0\sqrt{t/D_s}$, and its square has been neglected. After 10 ns it is 0.094. To this order, the speed has then dropped to

$$2.98\left(1-\frac{2\times0.0941}{\sqrt\pi}\right)\approx2.66\ \text{m/s},$$

which is about 11% below its initial value at this order. The neglected terms raise the speed slightly, to about 2.70 m/s, so the full drop is between 9% and 10%. So 3 m/s is right for the instant at which the stated gradient holds, but the data do not fix the speed for the whole of the refreezing.

**A check that does not assume the front balance**

The results can be tested by solving energy conservation for the enthalpy on a fixed grid. No front speed is prescribed. Cells freeze when they have lost their latent heat, and the front displacement is read from the amount of liquid lost. The grid had 4 nm cells and extended 1.6 µm to each side of the front, with fixed temperatures at its ends. Each run covered 10 ns. In that time heat diffuses a distance of order $\sqrt{D_st}\approx0.3$ µm in the solid, so the fixed end there has little influence on the front.

- With the exponential profile and an isothermal melt, the predicted displacement is $2.976\times10=29.76$ nm. The grid solution gives 29.79 nm.
- For the superheated melt, both phases started with travelling profiles. In the melt the profile has the same form as in the solid, with $G_l$ and $D_l$ in place of $G_s$ and $D_s$. The mean speed is 2.379 m/s, against 2.381 m/s from the balance. This confirms the sign of the melt term as well as its size.
- With the straight profile and an isothermal melt, the grid solution gives 27.82 nm and the short-time formula 27.65 nm. They differ by 0.6%. The square of the expansion parameter is 0.9%, so a difference of this size is compatible with the neglected terms.

The first two displacements were required to agree with the balance within 1%, and the third with the short-time formula within 1.5%. The values are listed in the numerical output. The superheated case tests the local balance; it does not model a complete anneal, since the fixed temperature at the far end of the melt can supply heat, which an insulated surface would not.

**What about undercooling?**

A front that freezes at a finite speed must be somewhat below the equilibrium melting temperature $T_m$. This does not add a term to the energy balance. It means that $G_s$ and $L$ have to be the values that apply at the actual front temperature $T_f$.

Undercooling does matter if you are not given the gradient and have to estimate it from temperatures. Take a linear kinetic law, $v=\mu(T_m-T_f)$, which is a model for small undercooling with a kinetic coefficient $\mu$. Let the temperature fall in a straight line from $T_f$ to $T_0$ over a distance $\ell$ in the solid. This neglects the heat released as the solid cools, which requires $v\ell/D_s\ll1$. For the travelling profile above, 1025 K over 1.60 µm, a straight line would give 3.8 m/s instead of 2.98 m/s. With an isothermal melt the balance reads

$$Lv=\frac{k_s(T_f-T_0)}{\ell}.$$

Insert $T_f=T_m-v/\mu$ and multiply by $\ell$:

$$L\ell v=k_s(T_m-T_0)-\frac{k_sv}{\mu}.$$

Collecting the terms in $v$ gives

$$v=\frac{k_s(T_m-T_0)}{L\ell+k_s/\mu}.$$

For very fast kinetics, $\mu\to\infty$, this returns the heat-flow result with $T_f=T_m$. For slow kinetics, $k_s/\mu\gg L\ell$, it tends to $\mu(T_m-T_0)$, and attachment at the front limits the speed instead of heat flow. The undercooling then approaches $T_m-T_0$, so the linear law covers this limit only if that difference is itself small. In your exercise the actual gradient in the solid is given, so this correction must not be applied a second time.

For your write-up, state the assumption $G_l=0$, derive the balance, and insert the numbers. Say also that the answer is the speed at the moment when the gradient has the stated value.

## Computed values

```
INPUTS
solid conductivity: 25.0 W/m/K
solid gradient: 5.000e+08 K/m
latent heat: 4.200e+09 J/m^3
heat capacity, both phases: 2.500e+06 J/m^3/K
liquid conductivity: 50.0 W/m/K
liquid gradient, hot-melt case: 5.000e+07 K/m
simulated time: 10.0 ns
grid cell: 4.0 nm
depth on each side of front: 1.60 micrometre
MAIN RESULT: ISOTHERMAL MELT
heat flux into solid: 1.250e+10 W/m^2
front speed from balance: 2.976 m/s
solid thermal diffusivity: 1.000e-05 m^2/s
steady-profile length D_s/v: 3.360 micrometre
temperature drop across solid grid: 1024.7 K
predicted displacement: 29.76 nm
simulated displacement: 29.79 nm
simulated mean speed: 2.979 m/s
SUPERHEATED MELT
liquid thermal diffusivity: 2.000e-05 m^2/s
heat flux from melt: 2.500e+09 W/m^2
melt superheat at grid end: 72.8 K
relative loss of speed: 20.0 percent
front speed from balance: 2.381 m/s
simulated mean speed: 2.379 m/s
STRAIGHT INITIAL SOLID PROFILE, ISOTHERMAL MELT
v*sqrt(t/D_s) at end: 0.0941 (dimensionless)
first-order speed at end: 2.660 m/s
first-order displacement: 27.65 nm
simulated displacement: 27.82 nm
first-order mean speed: 2.765 m/s
simulated mean speed: 2.782 m/s
```
